# Nonadiabatic Hopping Rate of a Small Polaron Between Two Sites, part 1

(Sections cited here and not found follow in the second part.)

## Nonadiabatic hopping of a small polaron

Take two identical sites, an electron that binds itself to the occupied site with a lattice relaxation energy \(E_p = 0.010\) Ha, and local vibrations near \(\omega_0 = 0.002\) Ha. At \(T = 0.004\) Ha the golden-rule hopping rate of this model has the apparent activation energy \(-d\ln(k\sqrt T)/d(1/T) = 0.004855\) Ha. The electron has to leave a well of depth \(E_p\), yet the barrier it sees is slightly less than half of that. At \(T = 0.001\) Ha the same quantity has dropped to \(0.003539\) Ha, although no parameter of the Hamiltonian has changed. The factor one half, the small deficit and the drop on cooling all follow from one time integral.

### The model and the relaxed states

We use Hartree atomic units with \(\hbar = k_B = 1\) and \(\beta = 1/T\). The electron occupies site 1 or site 2:

\[ H = H_1|1\rangle\langle 1| + H_2|2\rangle\langle 2| - J\big(|1\rangle\langle 2| + |2\rangle\langle 1|\big), \tag{1} \]

\[ H_n = \varepsilon_n + \sum_j \omega_j b_j^\dagger b_j + \sum_j M_{nj}\,(b_j + b_j^\dagger). \tag{2} \]

The modes are real standing waves, so the couplings \(M_{nj}\) are real. Three assumptions are built in. The modes are harmonic, their frequencies do not depend on where the electron sits, and \(J\) does not depend on the lattice coordinates (the coupling is of Holstein type, with no Peierls term).

Define the displacement operator \(D(\alpha) = \exp(\alpha b^\dagger - \alpha^* b)\) for one mode. It is unitary, with \(D(\alpha)^\dagger = D(-\alpha)\). With \(X = \alpha b^\dagger - \alpha^* b\) we have \([b, X] = \alpha\), a number, so the series \(e^{X} b\, e^{-X} = b + [X,b] + \dots\) stops after two terms and \(D(\alpha)\, b\, D(\alpha)^\dagger = b - \alpha\). Completing the square in one mode gives

\[ \omega b^\dagger b + M(b + b^\dagger) = \omega\Big(b^\dagger + \frac{M}{\omega}\Big)\Big(b + \frac{M}{\omega}\Big) - \frac{M^2}{\omega}, \]

and \(b + M/\omega = D(\alpha)\, b\, D(\alpha)^\dagger\) for \(\alpha = -M/\omega\). With \(D_n = \prod_j D_j(-M_{nj}/\omega_j)\) and \(H_0 = \sum_j\omega_j b_j^\dagger b_j\),

\[ H_n = D_n H_0 D_n^\dagger + \varepsilon_n - E_{p,n}, \qquad E_{p,n} = \sum_j \frac{M_{nj}^2}{\omega_j}. \tag{3} \]

\(E_{p,n}\) is the polaron binding energy at \(J = 0\). A hop is governed by the difference of the two displacements. We define

\[ d_j = \frac{M_{1j} - M_{2j}}{\omega_j}, \qquad S_j = d_j^2, \qquad \lambda = \sum_j S_j\omega_j, \qquad \Delta = (\varepsilon_2 - E_{p,2}) - (\varepsilon_1 - E_{p,1}). \tag{4} \]

\(S_j\) is the Huang-Rhys factor of the hop, \(\lambda\) the reorganization energy, and \(\Delta\) the energy of the relaxed final state above the relaxed initial state. Expanding the square in \(\lambda\) gives \(\lambda = E_{p,1} + E_{p,2} - 2\sum_j M_{1j}M_{2j}/\omega_j\). For equivalent sites, \(E_{p,1} = E_{p,2} = E_p\), and

\[ \lambda = 2\gamma E_p, \qquad \gamma = 1 - \frac{1}{E_p}\sum_j \frac{M_{1j}M_{2j}}{\omega_j}. \tag{5} \]

If each mode couples to one site only, every product \(M_{1j}M_{2j}\) vanishes, \(\gamma = 1\) and \(\lambda = 2E_p\): one well must be undone and another must be dug.

### Second order in the transfer integral

Start with the electron on site 1 and the lattice in an eigenstate \(|i\rangle\) of \(H_1\), with energy \(E_i\) and thermal probability \(p_i\). Write the state as \(|1\rangle|\phi_1\rangle + |2\rangle|\phi_2\rangle\). The Schrödinger equation gives \(i\,\partial_t\phi_2 = H_2\phi_2 - J\phi_1\). To lowest order \(\phi_1(s) = e^{-iE_i s}|i\rangle\), and the solution with \(\phi_2(0) = 0\) is

\[ \phi_2(t) = iJ\int_0^t ds\; e^{-iH_2(t-s)}\, e^{-iE_i s}|i\rangle . \]

In the norm, \(e^{iH_2(t-s')}e^{-iH_2(t-s)} = e^{-iH_2(s'-s)}\), so after averaging over \(i\) the population of site 2 is \(P_2(t) = J^2\int_0^t ds\int_0^t ds'\, C(s'-s)\), with

\[ C(u) = \sum_i p_i\, e^{iE_i u}\langle i|e^{-iH_2 u}|i\rangle = \mathrm{Tr}\big[\rho_1 e^{iH_1u}e^{-iH_2u}\big], \qquad \rho_1 = \frac{e^{-\beta H_1}}{\mathrm{Tr}\,e^{-\beta H_1}}. \tag{6} \]

In the square of side \(t\), the pairs with fixed \(u = s'-s\) span a range \(t - |u|\) of \(s\). Therefore

\[ P_2(t) = J^2\int_{-t}^{t}(t - |u|)\,C(u)\,du + O(J^4), \qquad \frac{dP_2}{dt} = J^2\int_{-t}^{t} C(u)\,du . \tag{7} \]

If \(C\) decays in a time short compared with the time for a hop, the slope becomes constant and defines the rate. Inserting eigenstates \(|f\rangle\) of \(H_2\) into (6) gives \(C(u) = \sum_{if}p_i|\langle f|i\rangle|^2e^{-i(E_f-E_i)u}\), and \(\int e^{-iEu}du = 2\pi\delta(E)\) turns the limit into the golden rule with Franck-Condon factors,

\[ k = J^2\int_{-\infty}^{\infty}C(t)\,dt = 2\pi J^2\sum_{if}p_i\,|\langle f|i\rangle|^2\,\delta(E_f - E_i). \tag{8} \]

The numerical check tests (7) against exact propagation of (1) with two modes shared by both sites. It finds \(P_2 = 2.0258\times10^{-4}\) exactly and \(2.0264\times10^{-4}\) in second order.

### The correlation function

Insert (3) into (6). Since \(\rho_1 = D_1\rho_0D_1^\dagger\) with \(\rho_0\propto e^{-\beta H_0}\), and the constants combine into \(e^{-i\Delta t}\), cyclic invariance of the trace gives

\[ C(t) = e^{-i\Delta t}\,\mathrm{Tr}\big[\rho_0\; e^{iH_0t}D_1^\dagger D_2\,e^{-iH_0t}\; D_2^\dagger D_1\big]. \tag{9} \]

The modes factorize, so we treat one and drop the index. Two properties of \(D\) are needed. When \([X,Y]\) is a number, \(e^Xe^Y = e^{X+Y}e^{[X,Y]/2}\). For two displacements \([X,Y] = \alpha\alpha'^* - \alpha^*\alpha' = 2i\,\mathrm{Im}(\alpha\alpha'^*)\), so

\[ D(\alpha)D(\alpha') = D(\alpha+\alpha')\,e^{\,i\,\mathrm{Im}(\alpha\alpha'^*)}. \tag{10} \]

The second property is the thermal average. The same identity with \(X = \alpha b^\dagger\), \(Y = -\alpha^*b\), \([X,Y] = |\alpha|^2\), gives \(D(\alpha) = e^{\alpha b^\dagger}e^{-\alpha^*b}e^{-|\alpha|^2/2}\). In a state diagonal in the number basis only terms with equal powers of \(b^\dagger\) and \(b\) survive. With \(x = e^{-\beta\omega}\) and occupation probabilities \((1-x)x^m\),

\[ \langle b^{\dagger l}b^l\rangle = (1-x)\sum_m \frac{m!}{(m-l)!}x^m = (1-x)\,x^l\frac{d^l}{dx^l}\frac{1}{1-x} = l!\,\Big(\frac{x}{1-x}\Big)^l = l!\,\bar n^l, \]

where \(\bar n = 1/(e^{\beta\omega}-1)\). Summing \(\sum_l(-|\alpha|^2)^l\, l!\,\bar n^l/(l!)^2 = e^{-|\alpha|^2\bar n}\), we obtain

\[ \langle D(\alpha)\rangle = e^{-|\alpha|^2(\bar n + 1/2)}. \tag{11} \]

In (9), \(D_1^\dagger D_2 = D(M_1/\omega)D(-M_2/\omega) = D(d)\), with no phase because both arguments are real, and \(D_2^\dagger D_1 = D(-d)\). Free evolution gives \(e^{iH_0t}b^\dagger e^{-iH_0t} = b^\dagger e^{i\omega t}\), so the first factor becomes \(D(de^{i\omega t})\). By (10), \(D(de^{i\omega t})D(-d) = D\big(d(e^{i\omega t}-1)\big)e^{-iS\sin\omega t}\). With \(|e^{i\omega t}-1|^2 = 2(1-\cos\omega t)\), (11) gives the average \(\exp[-S(2\bar n+1)(1-\cos\omega t) - iS\sin\omega t]\). Since \((2\bar n+1)\cos\omega t - i\sin\omega t = (\bar n+1)e^{-i\omega t} + \bar n e^{i\omega t}\), and \(2\bar n + 1 = \coth(\beta\omega/2)\),

\[ C(t) = e^{-i\Delta t}e^{G(t)-G_0}, \quad G(t) = \sum_jS_j\big[(\bar n_j+1)e^{-i\omega_jt} + \bar n_je^{i\omega_jt}\big], \quad G_0 = \sum_jS_j\coth\frac{\beta\omega_j}{2}. \tag{12} \]

This is exact for the Hamiltonians (2), and the program confirms it against direct diagonalization of \(H_1\) and \(H_2\). The signs agree with (8): a factor \(e^{-i\omega t}\) raises \(E_f\) by \(\omega\), which is emission, and it carries the weight \(\bar n+1\).

### Why a band of frequencies is needed

Take a single frequency. Because \((\bar n+1)/\bar n = e^{\beta\omega}\) and \(\sqrt{\bar n(\bar n+1)} = 1/[2\sinh(\beta\omega/2)]\), we can write \(G = \tfrac z2(y + 1/y)\) with \(z = S/\sinh(\beta\omega/2)\) and \(y = e^{\beta\omega/2}e^{-i\omega t}\). Multiplying the series of \(e^{zy/2}\) and \(e^{z/2y}\) and collecting \(y^p\) gives the coefficient \(\sum_l(z/2)^{2l+|p|}/[l!\,(l+|p|)!]\), which is the modified Bessel function \(I_p(z)\). Then (8) reads

\[ k = 2\pi J^2\sum_p w_p\,\delta(\Delta + p\omega), \qquad w_p = e^{-S\coth(\beta\omega/2)}\,e^{p\beta\omega/2}\,I_p(z). \tag{13} \]

The weights \(w_p\) are tested against numerically computed overlaps. Equation (13) is not a rate. It is zero unless \(\Delta\) is a multiple of \(\omega\), and infinite when it is, because \(C(t)\) returns in modulus to 1 after each period \(2\pi/\omega\). A strictly dispersionless phonon has no golden-rule hopping rate.

Now let the modes form a continuum, \(\sum_jS_j(\cdots)\to\int d\omega\,S(\omega)(\cdots)\), and suppose \(G_0\) is finite. The Riemann-Lebesgue lemma gives \(G(t)\to0\) at long times, so \(C(t)\to e^{-G_0}e^{-i\Delta t}\), which still does not decay. Split

\[ C(t) = e^{-i\Delta t}e^{-G_0} + e^{-i\Delta t}\big[e^{G(t)-G_0} - e^{-G_0}\big]. \tag{14} \]

The first term is the weight of transitions in which no occupation number changes. By (13) that weight is \(e^{-G_0}\prod_jI_0(z_j)\), and for \(N\) modes with \(S_j\propto1/N\) the product is \(1 + \sum_jz_j^2/4 + \dots = 1 + O(1/N)\). In (7) this term gives \(P_2 = \tilde J^2[\sin(\Delta t/2)/(\Delta/2)]^2\) with

\[ \tilde J = Je^{-G_0/2} = J\langle D_1^\dagger D_2\rangle, \tag{15} \]

where the second equality is (11). For \(\Delta\neq0\) the term oscillates and adds nothing to the rate. For \(\Delta = 0\) it is \(\tilde J^2t^2\), the start of a coherent oscillation of the electron together with its unchanged phonon cloud, which in a crystal is motion in the narrowed polaron band. The hopping rate is the integral of the second term of (14). Within second order, the coherent term is negligible over the time \(1/k\) of one hop if \(\tilde J^2/k^2\ll1\). This condition \(\tilde J\ll k\) is sufficient at this order. Scattering of the band polaron by processes outside (1) could interrupt the coherent motion earlier, so it need not be necessary.

Two other shapes of spectrum behave differently. If \(S(\omega)\) does not vanish at \(\omega\to0\), then \(G_0\) diverges at finite \(T\) because \(\coth(\beta\omega/2)\approx2T/\omega\); then \(\tilde J = 0\) and nothing has to be subtracted. A rate still need not exist. For finite \(S(0)\), \(G_0 - \mathrm{Re}\,G(t)\approx2TS(0)\ln t\) at long times, so \(|C|\) falls only as \(t^{-2TS(0)}\), and at \(\Delta = 0\) the integral (8) converges only if \(2TS(0)>1\). If \(S(\omega)\) has an inverse-square-root edge, as a one-dimensional phonon band can give, then \(G\sim t^{-1/2}\) times an oscillation, \(G^2\) contains a non-oscillating \(1/|t|\), and the two-phonon term diverges logarithmically at \(\Delta = 0\). We assume a bounded band on which \(S(\omega)\) is smooth enough for \(G\) to be integrable.

### Shifting the contour

The integrand oscillates on the real axis through the phase \(-\sum S\sin\omega t\). For a bounded band it is an entire function of \(t\), so the path can be moved to \(t = \tau - i\beta/2\). On the vertical sides of the rectangle, \(t = \pm R - iy\) with \(0\le y\le\beta/2\), \(G\) is again a Fourier integral of an integrable function, with extra factors \(e^{\mp\omega y}\), so it vanishes as \(R\to\infty\) and the bracket in (14) vanishes with it. On the new line \(e^{-i\omega t} = e^{-i\omega\tau}e^{-\beta\omega/2}\) and \(e^{i\omega t} = e^{i\omega\tau}e^{\beta\omega/2}\). Both weights become equal, \((\bar n+1)e^{-\beta\omega/2} = \bar ne^{\beta\omega/2} = 1/[2\sinh(\beta\omega/2)]\), and \(G\) becomes the real even function

\[ A(\tau) = \sum_j\frac{S_j\cos\omega_j\tau}{\sinh(\beta\omega_j/2)} . \tag{16} \]

The prefactor becomes \(e^{-i\Delta\tau}e^{-\beta\Delta/2}\), and only the cosine survives against an even function:

\[ k(\Delta) = J^2e^{-\beta\Delta/2}\int_{-\infty}^{\infty}d\tau\,\cos(\Delta\tau)\,\big[e^{A(\tau)-G_0} - e^{-G_0}\big]. \tag{17} \]

This is the nonadiabatic hopping rate, exact at order \(J^2\) in this model. The reverse hop has the same \(S_j\) and the opposite \(\Delta\). The integral is even in \(\Delta\), so \(k(\Delta)/k(-\Delta) = e^{-\beta\Delta}\), which is detailed balance.

### Strong coupling: the saddle point

Set \(\Delta = 0\). Every term of (16) is largest at \(\tau = 0\). Define \(A_m = \sum_jS_j\omega_j^m/\sinh(\beta\omega_j/2)\) and expand the cosine, \(A(\tau) = A_0 - A_2\tau^2/2 + A_4\tau^4/24 - \dots\). The height of the peak follows from \(\coth y - 1/\sinh y = (\cosh y-1)/\sinh y = 2\sinh^2(y/2)/[2\sinh(y/2)\cosh(y/2)] = \tanh(y/2)\) with \(y = \beta\omega/2\):

\[ G_0 - A_0 = \sum_jS_j\tanh\frac{\beta\omega_j}{4}. \tag{18} \]

Keeping the quadratic term and using \(\int e^{-A_2\tau^2/2}d\tau = \sqrt{2\pi/A_2}\),

\[ k_s = J^2\sqrt{\frac{2\pi}{A_2}}\;\exp\Big[-\sum_jS_j\tanh\frac{\beta\omega_j}{4}\Big]. \tag{19} \]

The quartic term is averaged in the Gaussian, where \(\langle\tau^4\rangle = 3/A_2^2\), and gives

\[ k\approx k_s\Big(1 + \frac{A_4}{8A_2^2}\Big). \tag{20} \]

For a narrow band \(A_4/8A_2^2\approx1/8A_0\), so the expansion parameter is \(1/A_0\). The subtracted constant in (17) is smaller than the peak by \(e^{-A_0}\) and has been dropped. A second condition concerns recurrences. Near \(\tau = 2\pi/\omega_0\) the cosines rephase. For a narrow band of variance \(\sigma^2\) about \(\omega_0\), \(\cos[2\pi(\omega-\omega_0)/\omega_0]\approx1 - 2\pi^2(\omega-\omega_0)^2/\omega_0^2\), so the side peak is lower than the central one by about \(\exp(-2\pi^2A_0\sigma^2/\omega_0^2)\). Equation (19) needs this to be small. As \(\sigma\to0\) ever more side peaks contribute and the divergence of (13) returns. When they are negligible the width \(\sigma\) enters (19) only as a small correction to the moments.

### High temperature: the Marcus form

For \(\beta\omega_j\ll1\), use \(\tanh x\approx x\) in (18) and \(1/\sinh y\approx1/y\) in \(A_2\):

\[ G_0 - A_0\to\frac{\beta}{4}\sum_jS_j\omega_j = \frac{\lambda}{4T}, \qquad A_2\to2T\sum_jS_j\omega_j = 2\lambda T . \tag{21} \]

We can now keep \(\Delta\). The integral in (17) is \(\int\cos(\Delta\tau)e^{-\lambda T\tau^2}d\tau = \sqrt{\pi/\lambda T}\,e^{-\Delta^2/4\lambda T}\). The three exponents add to \(-\lambda/4T - \Delta/2T - \Delta^2/4\lambda T = -(\lambda^2 + 2\lambda\Delta + \Delta^2)/4\lambda T\), so

\[ k_M = J^2\sqrt{\frac{\pi}{\lambda T}}\,\exp\Big[-\frac{(\lambda+\Delta)^2}{4\lambda T}\Big]. \tag{22} \]

This is the Marcus rate; with units restored the prefactor is \((J^2/\hbar)\sqrt{\pi/\lambda k_BT}\). For equivalent sites, \(\Delta = 0\), and (5) gives

\[ E_a = \frac{\lambda}{4} = \frac{\gamma E_p}{2}, \qquad k_M = J^2\sqrt{\frac{\pi}{2E_pT}}\;e^{-E_p/2T}\quad(\gamma = 1). \tag{23} \]

The activation energy is \(E_p/2\) for equivalent sites that share no distortion, and not in general.

The leading error at \(\Delta = 0\) has three parts, all proportional to \(M_3 = \sum_jS_j\omega_j^3\). First, \(\tanh x = x - x^3/3\) with \(x = \beta\omega/4\) adds \(+\beta^3M_3/(3\cdot64)\) to the exponent. Second, \(1/\sinh y = (1 - y^2/6)/y\) with \(y = \beta\omega/2\) gives \(A_2 = 2T(\lambda - \beta^2M_3/24)\), and \(A_2^{-1/2}\) gains the factor \(1 + \beta^2M_3/48\lambda\). Third, \(A_4\to2TM_3\) in (20) gives \(2TM_3/(8\cdot4\lambda^2T^2) = \beta M_3/16\lambda^2\). Together,

\[ \ln\frac{k}{k_M}\approx M_3\Big[\frac{\beta^3}{192} + \frac{\beta^2}{48\lambda} + \frac{\beta}{16\lambda^2}\Big]. \tag{24} \]

All three terms are positive, so at this order quantum vibrations make the symmetric hop faster than the Marcus rate. With \(M_3\sim\lambda\omega^2\), the first term requires \(T\gg(\lambda\omega^2/192)^{1/3}\), a condition that tightens as the coupling grows. The second requires \(T\gg\omega/7\), since \(\sqrt{48}\approx7\), and the third is \(1/8A_0\ll1\) again. No condition \(T\gg E_p\) appears. For \(\Delta\ne0\) the Gaussian times \(e^{-i\Delta\tau}\) is stationary at \(\tau = -i\Delta/2\lambda T\), where the quartic term has the size \(A_4\tau^4/24 = \beta^3M_3\Delta^4/192\lambda^4\). The correction to \(A_2\) in the factor \(e^{-\Delta^2/2A_2}\) adds \(-\beta^3M_3\Delta^2/96\lambda^2\), and with the first term of (24) the three combine to \(\beta^3M_3(1-\Delta^2/\lambda^2)^2/192\). The second term of (24) changes as well. About the stationary point \(\tau_0\) the Gaussian average is \(\langle\tau^4\rangle = \tau_0^4 + 6\tau_0^2/A_2 + 3/A_2^2\), and the middle term adds \(-\beta^2M_3\Delta^2/16\lambda^3\), so that to first order in \(M_3\), \(\ln(k/k_M)\approx M_3\big[\beta^3(1-\Delta^2/\lambda^2)^2/192 + \beta^2(1-3\Delta^2/\lambda^2)/48\lambda + \beta/16\lambda^2\big]\). This is even in \(\Delta\), as detailed balance requires. For \(|\Delta|>\lambda/\sqrt3\) the second term is negative and opposes the first. The two cancel at one value of \(|\Delta|\) between \(\lambda/\sqrt3\) and \(\lambda\) and at another beyond \(\lambda\); at \(|\Delta| = \lambda\) itself the first term vanishes and the second remains. For \(|\Delta|\gg\lambda\) the \(\Delta^4\) growth of the first term wins, so (22) eventually fails deep in the inverted region \(\Delta<-\lambda\) and equally for the reverse, strongly uphill hop.

Because \(\ln(k\sqrt T) = \text{const} - \beta\lambda/4 + \ln(k/k_M)\), differentiating (24) gives

\[ E_{\rm app}\equiv-\frac{d\ln(k\sqrt T)}{d\beta}\approx\frac{\lambda}{4} - M_3\Big[\frac{\beta^2}{64} + \frac{\beta}{24\lambda} + \frac{1}{16\lambda^2}\Big]. \tag{25} \]

The ratio \(k/k_M\) tends to 1 as \(\beta\to0\), but \(E_{\rm app}\) keeps the offset \(M_3/16\lambda^2\), which relative to \(\lambda/4\) is about \(\omega^2/4\lambda^2\) and is small only at strong coupling. The slope of a plain Arrhenius plot is different again: \(\ln k = \ln(k\sqrt T) + \tfrac12\ln\beta\) gives \(-d\ln k/d\beta = E_{\rm app} - T/2\). For (23) this vanishes at \(T = 2E_a\), where the rate has its maximum.

This part has derived the hopping rate (17), exact at order \(J^2\) in this model, together with its strong-coupling form, its high-temperature Marcus limit and the leading corrections to that limit. What remains is the classical origin of the factor one half, the condition for a hop to be nonadiabatic, and a worked example that tests the formulas numerically.
